# Weak and Strong Limits of the Mayadas-Shatzkes Grain-Boundary Resistivity: verification in Python

```python
"""
Result under test: Mayadas-Shatzkes grain-boundary resistivity
    rho0/rho = 1 - 3a/2 + 3a^2 - 3a^3 ln(1 + 1/a)
    small a: rho/rho0 = 1 + 3a/2 - 3a^2/4 - 3a^3 ln(a) - 45a^3/8 + ...
    large a: rho/rho0 = 4a/3 + 16/15 - 8/(225 a) + ...
Symbols: a (alpha) = (mfp/D) R/(1-R); mfp = bulk mean free path;
D = mean spacing of boundary planes normal to the field; R = effective
reflection coefficient; u = |cos(angle to field)|; rho0 = bulk resistivity.
The relaxation rate at angle u is (1/tau)(1 + a/u).
beta^2 = R_n/(1-R_n) for a delta plane of normal-incidence reflectivity R_n.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import expm
from scipy.optimize import brentq

rng = np.random.default_rng(12)
nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2


def ratio_closed(a):
    return 1 / (1 - 1.5*a + 3*a**2 - 3*a**3*np.log1p(1/a))


def ratio_integral(a):
    return 1 / (3*np.sum(weights*nodes**3/(nodes + a)))


# Reflection of a thin square barrier, solved at finite width (hbar = m = 1)
strength, k_total, width = 0.7, 1.0, 1e-4
for u in (0.3, 0.8):
    kx = k_total*u
    generator = np.array([[0, 1], [2*strength/width - kx**2, 0]])
    psi, dpsi = expm(-generator*width) @ np.array([1, 1j*kx])
    reflected = (psi - dpsi/(1j*kx))/2
    # |reflected|^2 is R/T because the transmitted amplitude is one
    expected = (strength/k_total)**2/u**2
    assert abs(abs(reflected)**2/expected - 1) < 2e-3

# Planes in series without interference: explicit sum over bounces
R_one = 0.4
T_stack = 1 - R_one
for _ in range(4):
    bounces = sum(((1 - T_stack)*R_one)**n for n in range(400))
    T_stack = T_stack*(1 - R_one)*bounces
assert abs((1 - T_stack)/T_stack - 5*R_one/(1 - R_one)) < 1e-10


# Boltzmann equation with isotropic bulk scattering and mirror flips
def ratio_boltzmann(a, n=60):
    x, w = np.polynomial.legendre.leggauss(n)
    x, w = (x + 1)/2, w/2
    cosines = np.concatenate([x, -x])
    average = np.concatenate([w, w])/2
    flip = a/(2*np.abs(cosines))
    mirror = np.roll(np.eye(2*n), n, axis=0)
    collision = np.eye(2*n) - np.outer(np.ones(2*n), average)
    collision += np.diag(flip) - flip[:, None]*mirror
    g = np.linalg.lstsq(collision, cosines, rcond=None)[0]
    return 1/(3*np.sum(average*cosines*g))


for a in (0.025, 0.8, 16.0):
    assert abs(ratio_boltzmann(a)/ratio_closed(a) - 1) < 1e-7

# Expansion coefficients from high-precision quadrature of the definition
mp.mp.dps = 40


def ratio_precise(a):
    cuts = [0, mp.mpf('1e-4'), mp.mpf('1e-3'), mp.mpf('1e-2'),
            mp.mpf('0.1'), 1]
    return 1/(3*mp.quad(lambda u: u**3/(u + a), cuts))


small, large = mp.mpf('1e-4'), mp.mpf('1e4')
rest_small = ratio_precise(small) - 1 - 3*small/2
second_order = float(rest_small/small**2)
third_order = float((rest_small + 3*small**2/4)/small**3)
assert abs(third_order - float(-3*mp.log(small) - mp.mpf(45)/8)) < 0.03
offset_large = float(ratio_precise(large) - 4*large/3)
inverse_order = float((ratio_precise(large) - 4*large/3
                       - mp.mpf(16)/15)*large)
assert abs(second_order + 0.75) < 0.005
assert abs(offset_large - 16/15) < 1e-5
assert abs(inverse_order + 8/225) < 1e-4

# Angular averages that set the two slopes
mean_inverse_u = quad(lambda u: 3*u**2/u if u > 0 else 0, 0, 1)[0]
mean_u = quad(lambda u: 3*u**3, 0, 1)[0]
scan = np.geomspace(0.01, 300, 120)
values = np.array([ratio_integral(a) for a in scan])
slopes = np.diff(values)/np.diff(scan)
assert np.all(np.diff(slopes) < 0)
assert abs(slopes[0] - mean_inverse_u) < 0.03
assert abs(slopes[-1] - 1/mean_u) < 1e-5
assert np.all(values < 1 + 1.5*scan) and np.all(values > 1 + 4*scan/3)
assert np.all(values < 4*scan/3 + 16/15)
assert np.max((1 + 1.5*scan)/values) < 1.125


# Correlated plane positions: independent Gaussian spacings, spread s
def spacing_factor(q, spacing, spread):
    damp = np.exp(-(q*spread)**2/2)
    return (1 - damp**2)/(1 + damp**2 - 2*damp*np.cos(q*spacing))


positions = np.cumsum(rng.normal(1.0, 0.3, (4000, 400)), axis=1)
for q in (3.0, 6.0):
    sampled = np.mean(np.abs(np.exp(1j*q*positions).sum(axis=1))**2)/400
    assert abs(sampled/spacing_factor(q, 1.0, 0.3) - 1) < 0.08


# Coherent transmission through random stacks of delta planes
def mean_log_transmission(beta2, count, spacing, k, samples=20000):
    b = np.sqrt(beta2)
    plane = np.array([[1 - 1j*b, -1j*b], [1j*b, 1 + 1j*b]])
    total = np.broadcast_to(plane, (samples, 2, 2)).copy()
    for _ in range(count - 1):
        phase = k*rng.normal(spacing, 0.3*spacing, samples)
        total[:, 0, :] *= np.exp(1j*phase)[:, None]
        total[:, 1, :] *= np.exp(-1j*phase)[:, None]
        total = plane @ total
    return np.mean(-2*np.log(np.abs(total[:, 1, 1])))


# Worked example: round values in the rough regime of copper lines
kF, mfp = 13.5, 40.0                       # 1/nm, nm
rho0_SI = 3*np.pi**2*const.hbar/(const.e**2*(kF*1e9)**2*mfp*1e-9)
rho0 = rho0_SI*1e8                         # microohm cm
print(f"Fermi wavenumber = {kF:.1f} 1/nm")
print(f"bulk mean free path = {mfp:.1f} nm")
print(f"bulk resistivity rho0 = {rho0:.3f} microohm cm")
print(f"mean of 1/u = {mean_inverse_u:.4f}; mean of u = {mean_u:.4f}")
print(f"small-alpha second-order coefficient = {second_order:.4f}")
print(f"large-alpha constant term = {offset_large:.5f}")
print(f"large-alpha 1/alpha coefficient = {inverse_order:.5f}")
cases = {"coarse": (400.0, 0.2), "fine": (20.0, 0.3),
         "extreme": (10.0, 0.8)}
alphas = {}
for name, (D, R) in cases.items():
    a = mfp/D*R/(1 - R)
    alphas[name] = a
    exact = ratio_integral(a)
    assert abs(exact/ratio_closed(a) - 1) < 1e-9
    print(f"[{name}] D = {D:.0f} nm, R = {R:.2f}, alpha = {a:.4f}")
    print(f"  full rho/rho0 = {exact:.4f}, rho = {rho0*exact:.3f}"
          " microohm cm")
    print(f"  1+3alpha/2 = {1 + 1.5*a:.4f}, error ="
          f" {100*((1 + 1.5*a)/exact - 1):.2f} %")
    print(f"  4alpha/3 = {4*a/3:.4f}, error ="
          f" {100*(4*a/3/exact - 1):.2f} %")
    two_terms = 4*a/3 + 16/15
    print(f"  4alpha/3+16/15 = {two_terms:.4f}, error ="
          f" {100*(two_terms/exact - 1):.2f} %")

weak_limit = brentq(lambda a: (1 + 1.5*a)/ratio_integral(a) - 1.05,
                    0.05, 20)
strong_limit = brentq(lambda a: 4*a/3/ratio_integral(a) - 0.95, 1, 100)
print(f"1+3alpha/2 is 5 % too high at alpha = {weak_limit:.3f}")
print(f"4alpha/3 is 5 % too low at alpha = {strong_limit:.2f}")

# Sizes of neglected effects for the fine-grained line
a_fine = alphas["fine"]
ratio_fine = ratio_integral(a_fine)
film = 40.0                                # nm between diffuse surfaces
kappa = film/mfp


def film_integrand(u):
    if u == 0:
        return 1.0
    return (1 - u**2)*(1 - u/kappa*(1 - np.exp(-kappa/u)))


film_conductance = 1.5*quad(film_integrand, 0, 1)[0]
depth_average = 1.5/kappa*dblquad(
    lambda z, u: (1 - u**2)*(1 - np.exp(-z/u)), 1e-9, 1, 0, kappa,
    epsabs=1e-8, epsrel=1e-8)[0]
assert abs(film_conductance - depth_average) < 1e-6
print(f"diffuse surfaces {film:.0f} nm apart, no grain boundaries:"
      f" rho/rho0 = {1/film_conductance:.4f}")
print(f"  surface increment = {rho0*(1/film_conductance - 1):.3f}"
      " microohm cm")
print(f"  grain increment (fine) = {rho0*(ratio_fine - 1):.3f}"
      " microohm cm")

temp_coefficient, T_cold, T_hot = 0.004, 25.0, 105.0
heating = 1 + temp_coefficient*(T_hot - T_cold)
rho_hot = rho0*heating*ratio_integral(a_fine/heating)
print(f"rough temperature coefficient = {temp_coefficient:.3f} 1/K,"
      f" from {T_cold:.0f} to {T_hot:.0f} C")
print(f"  hot: rho0 = {rho0*heating:.3f}, rho (fine) = {rho_hot:.3f}"
      " microohm cm")
print(f"  hot: grain increment = {rho_hot - rho0*heating:.3f}"
      " microohm cm")

D_fine, R_fine = cases["fine"]
u_grid = np.linspace(1e-7, 1, 400001)
factor = spacing_factor(2*kF*u_grid, D_fine, 0.3*D_fine)
change = 3*np.trapezoid(u_grid**3/(u_grid + a_fine*factor)
                        - u_grid**3/(u_grid + a_fine), u_grid) \
    if hasattr(np, "trapezoid") else \
    3*np.trapz(u_grid**3/(u_grid + a_fine*factor)
               - u_grid**3/(u_grid + a_fine), u_grid)
relative_change = 1/(1 + change*ratio_fine) - 1
assert abs(relative_change) < 1e-3
print(f"spacing correlation (spread {0.3*D_fine:.0f} nm): relative"
      f" change of rho = {relative_change:.1e}")
print(f"if R = {R_fine:.2f} is the true normal-incidence value: alpha ="
      f" {2*a_fine:.4f}, rho/rho0 = {ratio_integral(2*a_fine):.4f}")

for name in ("fine", "extreme"):
    D, R = cases[name]
    beta2 = R/(1 - R)/2
    count = int(round(mfp/D))
    coherent = count*np.log(1/(1 + beta2))
    classical = -np.log(1 + count*beta2)
    sampled = mean_log_transmission(beta2, count, D, kF)
    assert abs(sampled - coherent) < 0.05
    print(f"[{name}] true normal-incidence R_n = {beta2/(1 + beta2):.4f},"
          f" back-reflection length = {2*mfp/alphas[name]:.2f} nm")
    print(f"  {count} planes in one mean free path: typical coherent T ="
          f" {np.exp(coherent):.4f}, classical T = {np.exp(classical):.4f}")

print("all tests passed")
```

Output:

```
Fermi wavenumber = 13.5 1/nm
bulk mean free path = 40.0 nm
bulk resistivity rho0 = 1.669 microohm cm
mean of 1/u = 1.5000; mean of u = 0.7500
small-alpha second-order coefficient = -0.7478
large-alpha constant term = 1.06666
large-alpha 1/alpha coefficient = -0.03555
[coarse] D = 400 nm, R = 0.20, alpha = 0.0250
  full rho/rho0 = 1.0371, rho = 1.731 microohm cm
  1+3alpha/2 = 1.0375, error = 0.04 %
  4alpha/3 = 0.0333, error = -96.79 %
  4alpha/3+16/15 = 1.1000, error = 6.06 %
[fine] D = 20 nm, R = 0.30, alpha = 0.8571
  full rho/rho0 = 2.1851, rho = 3.646 microohm cm
  1+3alpha/2 = 2.2857, error = 4.61 %
  4alpha/3 = 1.1429, error = -47.70 %
  4alpha/3+16/15 = 2.2095, error = 1.12 %
[extreme] D = 10 nm, R = 0.80, alpha = 16.0000
  full rho/rho0 = 22.3979, rho = 37.373 microohm cm
  1+3alpha/2 = 25.0000, error = 11.62 %
  4alpha/3 = 21.3333, error = -4.75 %
  4alpha/3+16/15 = 22.4000, error = 0.01 %
1+3alpha/2 is 5 % too high at alpha = 0.961
4alpha/3 is 5 % too low at alpha = 15.17
diffuse surfaces 40 nm apart, no grain boundaries: rho/rho0 = 1.4623
  surface increment = 0.771 microohm cm
  grain increment (fine) = 1.977 microohm cm
rough temperature coefficient = 0.004 1/K, from 25 to 105 C
  hot: rho0 = 2.203, rho (fine) = 4.193 microohm cm
  hot: grain increment = 1.991 microohm cm
spacing correlation (spread 6 nm): relative change of rho = -1.8e-08
if R = 0.30 is the true normal-incidence value: alpha = 1.7143, rho/rho0 = 3.3371
[fine] true normal-incidence R_n = 0.1765, back-reflection length = 93.33 nm
  2 planes in one mean free path: typical coherent T = 0.6782, classical T = 0.7000
[extreme] true normal-incidence R_n = 0.6667, back-reflection length = 5.00 nm
  4 planes in one mean free path: typical coherent T = 0.0123, classical T = 0.1111
all tests passed
```
